# Level-Shifted Aufbau Filling for Core-Hole States: Retention, Instability and Cure

## What goes wrong

Take a water molecule and remove one spin-down ($\beta$) electron from the oxygen 1s orbital. The remaining orbitals, still those of the neutral molecule, are the guess for a self-consistent calculation of the core-ionized state. In this guess the highest occupied $\beta$ level lies at $-1.51$ hartree and the empty 1s level at $-20.56$ hartree. The next iteration builds the Fock matrix, diagonalizes it and fills the lowest levels. The hole is filled at once, and the calculation heads for a valence-ionized state.

State-targeted energy projection raises the empty orbitals by a shift $\eta$ before filling, so that the lowest levels are the ones we want occupied. Two questions follow: how large must $\eta$ be, and does the iteration then converge? The shift that retains the guess for one step is easy to find. Repeating the step, however, can still lose the state, and a second change is then needed.

## Two levels by hand

Let one electron move in a fixed Hamiltonian with a lower state $l$ at energy $0$ and an upper state $u$ at energy $g>0$. We want $u$ occupied. Suppose the current orbital is slightly wrong:

$$o=\cos\theta\,u+\sin\theta\,l,\qquad v=-\sin\theta\,u+\cos\theta\,l .$$

Here $o$ is occupied and $v$ is empty. The matrix elements are

$$F_{oo}=g\cos^2\theta,\quad F_{vv}=g\sin^2\theta,\quad F_{vo}=-g\sin\theta\cos\theta=-\tfrac g2\sin2\theta .$$

Adding $\eta$ to $F_{vv}$ puts the empty level above the occupied one if

$$\eta>\eta_{\min}=F_{oo}-F_{vv}=g\cos2\theta .$$

Write $\eta=\eta_{\min}+\delta$ with a margin $\delta>0$. The new occupied orbital $\cos\varphi\,o+\sin\varphi\,v$ minimizes the expectation value of the shifted matrix,

$$F_{oo}+\delta\sin^2\varphi+F_{vo}\sin2\varphi .$$

Setting the derivative $\delta\sin2\varphi+2F_{vo}\cos2\varphi$ to zero gives

$$\tan2\varphi=-\frac{2F_{vo}}{\delta}=\frac{g}{\delta}\sin2\theta .$$

The right side is finite, so $|\varphi|<45^\circ$: more than half of the new orbital lies along the old one. The guess has been retained for this step.

Now insert $o$ and $v$ into the new orbital. Its $u$ component is $\cos\varphi\cos\theta-\sin\varphi\sin\theta=\cos(\theta+\varphi)$, so the new error is $\theta'=\theta+\varphi$. For small angles

$$\theta'\approx\left(1+\frac g\delta\right)\theta .$$

The error grows. With $g=2$ and $\delta=1$ it triples: $0.01$ becomes about $0.03$, then about $0.09$. A larger margin slows the growth but never reverses it. The reason is the sign of the denominator. A perturbative correction towards $u$ needs the true gap $F_{vv}-F_{oo}$, which is negative. The shift has replaced it by $+\delta$, so the orbital turns the wrong way.

This suggests the cure. Let $\Delta=F_{vv}-F_{oo}=-g\cos2\theta$, and multiply the coupling by $(\Delta+\eta)/\Delta=\delta/\Delta$. Then

$$\tan2\varphi=-\frac{2F_{vo}}{\Delta}
=\frac{g\sin2\theta}{-g\cos2\theta}=-\tan2\theta .$$

For $|\theta|<45^\circ$ this gives $\varphi=-\theta$, and the error disappears in one step. With many electrons the Fock matrix responds to the rotation, so one step no longer suffices, but the same two effects remain.

## The minimal shift in general

We use real unrestricted Hartree–Fock (UHF) determinants, an orthonormal basis and Hartree atomic units. The following argument applies to each spin separately. Let $n$ of $N$ orbitals be occupied, let $P$ project on their span, and let $Q=1-P$. In the basis (occupied, empty) the shifted matrix is

$$G=F+\eta Q=\begin{pmatrix}F_{oo}&F_{ov}\\F_{vo}&F_{vv}+\eta\end{pmatrix}.$$

A determinant is stationary when $F_{vo}=0$. The shift does not touch this block, so it leaves the stationary states where they were, provided $Q$ is rebuilt from the current orbitals at each iteration. A projector frozen at the guess would in general couple the new occupied and empty orbitals and displace the solution.

Define

$$\eta_{\min}=\max\operatorname{eig}F_{oo}-\min\operatorname{eig}F_{vv},
\qquad \eta=\eta_{\min}+\delta,\quad\delta>0 .$$

Let $\lambda_1\le\lambda_2\le\dots$ be the eigenvalues of $G$. By the min–max principle, $\lambda_n$ is at most the largest expectation value of $G$ in any chosen $n$-dimensional space. Choosing the occupied space gives $\lambda_n\le\max\operatorname{eig}F_{oo}$. Also, every $(n+1)$-dimensional space contains a vector from the $(N-n)$-dimensional empty space, so $\lambda_{n+1}\ge\min\operatorname{eig}F_{vv}+\eta$. Subtracting,

$$\lambda_{n+1}-\lambda_n\ge\delta .$$

Aufbau filling therefore selects a well-defined space, however strong $F_{vo}$ is. We still need to know how far that space has turned.

Write its vectors as $(x,Xx)$, where $X$ maps occupied to empty components. Applying $G$ must give another vector of this form, $(y,Xy)$. The upper component gives $y=(F_{oo}+F_{ov}X)x$. The lower one then gives

$$F_{vo}+(F_{vv}+\eta)X-XF_{oo}-XF_{ov}X=0 .$$

Let $t$ be the largest singular value of $X$, with unit vectors obeying $Xu=tv$ and $X^{T}v=tu$. Then $t=\tan\theta$ for the largest rotation angle. Multiply the equation by $v^T$ from the left and $u$ from the right, and set $f=v^TF_{vo}u$:

$$f(1-t^2)+t\,g=0,\qquad
g=v^T(F_{vv}+\eta)v-u^TF_{oo}u\ge\delta .$$

To exclude $t\ge1$, replace $F_{vo}$ by $sF_{vo}$ and raise $s$ from 0 to 1. The gap never closes, so the angle changes continuously from zero. At $t=1$ the equation would demand $g=0$, which is impossible. Hence $t<1$, and from $\tan2\theta=2t/(1-t^2)$

$$\theta\le\frac12\arctan\frac{2\lVert F_{vo}\rVert}{\delta}<45^\circ ,$$

with the largest singular value as the norm. Thus $\eta>\eta_{\min}$ is sufficient for one-step retention. At a stationary state it is also necessary, because there the eigenvalues of $G$ are just those of its two blocks: below $\eta_{\min}$ an empty level lies under an occupied one. Away from stationarity a smaller shift may or may not suffice.

For the water guess, $\eta_{\min}=-1.5057+20.5606=19.055$ hartree. With $\delta=1$ and $\lVert F_{vo}\rVert=0.471$, the bound is $21.6^\circ$, but the actual turn is $1.24^\circ$. The difference has a definite origin. Removing the 1s electron changes the $\beta$ Fock matrix by $-(J_{1s}-K_{1s})$, the Coulomb minus exchange operator of that orbital, which gives zero when applied to 1s itself. In the guess the hole is therefore uncoupled from all other orbitals. If the other empty levels lie above the occupied ones, every coupled pair is separated by at least $\eta=20.05$. The bound then tightens to $\frac12\arctan(0.942/20.05)$, or $1.34^\circ$.

## How an error propagates

Let $i,j$ be occupied and $a,b$ empty canonical orbitals of a stationary state, with energies $\varepsilon$. Rotate them slightly:

$$i'=i+\sum_a\theta_{ai}\,a,\qquad a'=a-\sum_i\theta_{ai}\,i .$$

To first order the coupling between $a'$ and $i'$ is

$$F_{a'i'}=(\varepsilon_a-\varepsilon_i)\theta_{ai}+\delta F_{ai}.$$

The first term comes from rotating the orbitals in a fixed Fock matrix, the second from the change of that matrix. The density matrix changes by $\sum_{bj}\theta_{bj}(|b\rangle\langle j|+|j\rangle\langle b|)$. Its two terms contribute equally to the Coulomb part and separately to the exchange part:

$$\delta F_{ai}=\sum_{bj}\left\{2(ai|bj)-\delta_{\sigma\tau}\left[(ab|ij)+(aj|bi)\right]\right\}\theta_{bj}.$$

Here $\sigma$ is the spin of $a,i$ and $\tau$ that of $b,j$; the sum covers both spins. Collecting everything defines the orbital Hessian $H$ by $F_{a'i'}=(H\theta)_{ai}$.

The name is justified by the energy. Since $dE=\sum_\sigma\operatorname{tr}(F\,dP)=2\sum F_{ai}\,d\theta_{ai}$, following the path $s\theta$ from $s=0$ to 1 gives

$$E=E_0+\int_0^1 2s\,\theta^TH\theta\,ds=E_0+\theta^TH\theta$$

to second order. Negative eigenvalues of $H$ are directions in which the energy falls.

Diagonalizing the shifted matrix mixes $a'$ into $i'$ with first-order coefficient $-F_{a'i'}/(\varepsilon_a+\eta-\varepsilon_i)$. Changes of $\eta$ and of the levels multiply a coupling that is already first order, so they do not enter. The new error is

$$\theta'=(1-D_\eta^{-1}H)\theta,\qquad
D_\eta=\operatorname{diag}(\varepsilon_a-\varepsilon_i+\eta),$$

where each spin has its own $\eta$. All elements of $D_\eta$ are positive by the choice of shift. Hence $D_\eta^{-1}H$ has the eigenvalues $\mu$ of the symmetric matrix $D_\eta^{-1/2}HD_\eta^{-1/2}$. These are real, and as many are negative as for $H$, because such a congruence preserves the numbers of positive and negative eigenvalues.

A mode is multiplied by $1-\mu$ per step. It decays for $0<\mu<2$. If $\mu<0$, the factor is $1+|\mu|>1$. No margin changes this sign: the shifted iteration is repelled by every saddle point of the energy. For large $\eta$ the meaning is plain. The step becomes $\delta\theta_{ai}\approx-F_{ai}/\eta$, and the energy changes by $-2\sum F_{ai}^2/\eta$ to leading order. The method is then a short descent step, which enlarges any error along a falling direction.

## Why the core hole is a saddle

Fix an empty orbital $a$ and form a normalized combination $\phi=\sum_i x_i i$ of occupied orbitals of the same spin. Put $\theta_{ai}=x_i$ and all other rotations to zero. The Hessian gives

$$\theta^TH\theta=\varepsilon_a-F_{\phi\phi}+2K-J-K
=\varepsilon_a-F_{\phi\phi}-(J-K),$$

with $J=(aa|\phi\phi)$ and $K=(a\phi|a\phi)$. Moreover,

$$J-K=\frac12\iint\frac{[a(1)\phi(2)-\phi(1)a(2)]^2}{r_{12}}\,d1\,d2\ge0 ,$$

as expanding the square shows. Choose $\phi$ from the $m$ occupied levels above $\varepsilon_a$. Then $F_{\phi\phi}>\varepsilon_a$, and the curvature is negative throughout an $m$-dimensional space. So $H$ has at least $m$ negative eigenvalues. The argument needs the full Hartree–Fock exchange; it does not carry over unchanged to approximate density functionals.

For core-ionized water in the 6-31G basis, the hole lies below all four occupied $\beta$ levels, and the Hessian has four negative eigenvalues among its 76 rotations. The self-consistent levels give $\eta_{\min}=-1.1110+19.2682=18.157$ hartree. This threshold is sharp: a shift 0.001 hartree above it keeps all four $\beta$ electrons in their space, while one 0.001 hartree below keeps three.

The growth factors for margins of 1, 5 and 20 hartree are 20.31, 4.86 and 1.97. They follow $1+19.31/\delta$, since the most negative $\mu$ is very nearly $-19.31/\delta$. The lowest curvature is also $-19.31$, which suggests that this mode is almost purely the rotation between the hole and the highest occupied level, whose shifted gap is $\delta$. On that reading $J-K\approx19.313-18.157=1.156$ hartree.

Started from the guess with $\delta=1$, the shift alone loses the hole at step 4, in the sense that the hole orbital is then more than half filled. This does not contradict the $45^\circ$ bound, which compares successive determinants: the reference moves along with the error. After 300 steps the energy is $-75.508$ hartree, which is 0.476 hartree above the neutral molecule. This is a valence-ionized state, though not the lowest one. The run keeps the symmetry of the guess, so the hole moves to an orbital of the same symmetry as 1s, the second-highest occupied one of the neutral molecule ($3a_1$). A tiny symmetry-breaking error in the guess would grow, and the hole would end in the highest occupied orbital ($1b_1$) instead.

## Rescaling the couplings

Diagonalize $F_{oo}$ and $F_{vv}$ separately at each step. In these pseudo-canonical orbitals let $\Delta_{ai}=\varepsilon_a-\varepsilon_i$, and replace

$$F_{ai}\;\longrightarrow\;\widetilde F_{ai}=F_{ai}\,\frac{\Delta_{ai}+\eta}{\Delta_{ai}} .$$

The diagonal blocks are unchanged, so the same $\eta_{\min}$ guarantees retention, with $\lVert\widetilde F_{vo}\rVert$ in the angle bound. The factor is nonzero, so the stationary states are unchanged too. In the first-order step the shift cancels:

$$-\frac{\widetilde F_{ai}}{\Delta_{ai}+\eta}=-\frac{F_{ai}}{\Delta_{ai}},
\qquad \theta'=(1-D_0^{-1}H)\theta ,$$

where $D_0$ holds the true gaps, negative ones included. This is also the linear map of an unshifted diagonalization that fills orbitals by their overlap with the old occupied space.

Why this can converge is seen from one isolated pair of equal spin. Its curvature is $h=\Delta-(J-K)$, so its multiplier is

$$1-\frac h\Delta=\frac{J-K}{\Delta}.$$

For the water hole this estimate is $1.16/(-18.16)\approx-0.06$: a large negative gap is now an advantage. A pair with a small gap of either sign is dangerous, and at $\Delta_{ai}=0$ the rescaling is undefined. With coupled pairs the criterion is that all eigenvalues of $1-D_0^{-1}H$ have modulus below one. This must be checked for each state; it is not guaranteed.

One iteration reads:

1. Build the Fock matrix of each spin from the current determinant.
2. Diagonalize its occupied and empty blocks separately.
3. Set $\eta=\max(0,\eta_{\min}+\delta)$ for each spin.
4. Rescale the couplings, add $\eta$ to the empty block, and diagonalize.
5. Fill the lowest $n$ orbitals. Stop when the density matrix no longer changes.

For one spin, with orbitals as orthonormal columns of `C`, steps 2 to 5 are

```python
eo, U = eigh(C[:, :n].T @ F @ C[:, :n])
ev, V = eigh(C[:, n:].T @ F @ C[:, n:])
B = hstack([C[:, :n] @ U, C[:, n:] @ V])
eta = max(0, eo[-1] - ev[0] + margin)
G = B.T @ F @ B
gap = ev[:, None] - eo[None, :]
G[n:, :n] *= (gap + eta) / gap
G[:n, n:] = G[n:, :n].T
G[n:, n:] += eta * eye(len(ev))
C = B @ eigh(G)[1]   # ascending energies
```

For water the largest modulus is 0.637, and the measured late rate agrees. An error thus falls tenfold in $1/|\log_{10}0.637|\approx5$ steps. From the guess with $\delta=1$, it takes 51 steps until the density matrices change by less than $10^{-11}$ in one step (Frobenius norm over both spins). Overlap filling reaches the same energy, $-56.0755$ hartree, also in 51 steps. The squared overlap of the hole with the neutral 1s orbital is 0.99998, so this is the intended state. The core ionization energy is

$$-56.0755-(-75.9839)=19.908\ \text{hartree}=541.7\ \text{eV}.$$

The unrelaxed guess gives $-55.4234+75.9839=20.561$ hartree, so orbital relaxation lowers the result by 0.652 hartree. Correlation and relativity are not included, and the small basis adds an error of its own, mainly because its contracted oxygen functions restrict the relaxation. Uncontracting them gives 539.3 eV, a relaxation of 0.741 hartree and a largest modulus of 0.647. An uncontracted cc-pVTZ set on oxygen with cc-pVTZ on hydrogen gives 538.9 eV and 0.751 hartree, so the 6-31G ionization energy is about 3 eV too high.

Schemes such as DIIS, which combine Fock matrices from several iterations, have a different error map. The stability results here do not decide whether they converge.

## When the shift alone is enough

If symmetry forbids every falling rotation, no allowed $\mu$ is negative. If none is zero and the margin is large enough to keep them below 2, the shift alone then converges near the state, without rescaling. Consider a lithium atom with spin-up 1s and 2s orbitals occupied and the spin-down electron in $2p_z$ instead of 1s. The fall from $2p_z$ to 1s changes parity. A parity-pure determinant has no such coupling, and within the rotations that keep both parity and axial symmetry its Hessian is positive. Turning $2p_z$ towards $2p_x$ or $2p_y$ also keeps parity, but it only reorients the atom and costs no energy.

The calculation uses the s and $p_z$ functions of the 6-311G basis. The $p_x$ and $p_y$ functions would stay empty by axial symmetry. The energy, $-5.2584$ hartree, belongs to this single determinant, which is not a pure spin state. It is not converged in the basis: an uncontracted cc-pVTZ set gives $-5.2793$ hartree, 0.02 hartree lower.

Here the margin controls the speed. The smallest allowed eigenvalue is

$$\mu_{\min}=\min_x\frac{x^THx}{x^TD_\eta x}.$$

Raising $\eta$ increases the denominator for every $x$ and so lowers $\mu_{\min}$. When this mode is the slowest, as it is here, the rate $\rho=1-\mu_{\min}$ moves towards one:

| $\delta$ (hartree) | $\rho$ | steps | forbidden growth |
|---|---|---|---|
| 0.5 | 0.947 | 355 | 5.23 |
| 1 | 0.956 | 425 | 3.12 |
| 2 | 0.967 | 565 | 2.06 |
| 4 | 0.978 | 839 | 1.53 |

Steps are counted until the density matrices change by less than $10^{-10}$ in one step. The measured late rates agree with $1-\mu_{\min}$. For one isolated mode of curvature $h$, $1/(1-\rho)=(\Delta+\eta)/h$ is linear in the shift. The computed values of $1/(1-\rho)$ are 18.7, 22.5, 30.3 and 45.9, which rise by 7.7 to 7.8 per hartree of margin. The single-mode picture therefore fits, with $h\approx0.13$ hartree. These numbers depend on the basis: in uncontracted cc-pVTZ the lowest allowed curvature is 0.11 hartree, and $1/(1-\rho)$ runs from 21.1 to 52.5 over the same margins. For large shifts the number of steps grows almost in proportion to $\eta$, but slightly more slowly, because the change per step, on which the stopping test acts, itself shrinks as $1/\eta$.

The last column shows the price of a small margin: parity-breaking errors grow faster. Unless the arithmetic keeps the parity-breaking elements exactly zero, rounding can supply such errors at a level of about $10^{-16}$. At $\delta=0.5$ they would reach order one after about $16/\log_{10}5.23\approx22$ steps, long before step 355. At $\delta=4$ the estimate is 87 steps, still far short of 839. A larger margin does not rescue the calculation. Parity was therefore imposed on the orbitals after every step. Without this, a deliberate parity-breaking rotation of $10^{-4}$ rad brings the energy down to $-7.432$ hartree after 500 steps, and the core-excited state is gone.

The numerical output below gives the remaining digits.

## Computed results

```
random matrices: largest turn = 44.119 deg
water: O-H = 0.9579 angstrom, angle = 104.42 deg
water: basis functions = 13, neutral E = -75.983948
guess: E = -55.423352, beta HOMO = -1.5057, beta hole = -20.5606, eta_min = 19.0549
guess: margin = 0.1, |F_vo| = 0.4710, turn = 1.294 deg, bound = 41.970 deg
guess: margin = 1.0, |F_vo| = 0.4710, turn = 1.241 deg, bound = 21.644 deg
guess: margin = 10.0, |F_vo| = 0.4710, turn = 0.876 deg, bound = 2.691 deg
core hole, rescaled: E = -56.075502, steps = 51
core hole, overlap filling: E = -56.075502, steps = 51
core hole: overlap^2 of hole with neutral 1s = 0.99998
core ionization energy = 19.90845 hartree = 541.74 eV
core hole: beta HOMO = -1.1110, hole level = -19.2682, eta_min = 18.1572
beta electrons kept at eta_min -/+ 0.001: 3.0000 / 4.0000
core hole: rotations = 76, negative curvatures = 4, occupied above hole = 4
core hole: lowest curvature = -19.3129
pure shift: margin = 1.0, beta eta = 19.1572, growth = 20.3127, measured = 20.3127
pure shift: margin = 5.0, beta eta = 23.1572, growth = 4.8626, measured = 4.8626
pure shift: margin = 20.0, beta eta = 38.1572, growth = 1.9656, measured = 1.9656
pure shift from guess, margin 1: hole lost at step 4, E after 300 steps = -75.508394
rescaled: spectral radius, all rotations = 0.6373
rescaled: late rate from the guess, linear map = 0.6373, measured = 0.6373
Li: margin = 0.5, beta eta = 2.2123, rate = 0.94653, measured = 0.94653, steps = 355, forbidden growth = 5.2337
Li: margin = 1.0, beta eta = 2.7123, rate = 0.95565, measured = 0.95565, steps = 425, forbidden growth = 3.1170
Li: margin = 2.0, beta eta = 3.7123, rate = 0.96699, measured = 0.96699, steps = 565, forbidden growth = 2.0585
Li: margin = 4.0, beta eta = 5.7123, rate = 0.97821, measured = 0.97821, steps = 839, forbidden growth = 1.5293
Li core-excited: E = -5.258396, beta eta_min = 1.7123
Li with parity-breaking seed 1e-04 rad: E after 500 steps = -7.432026
```
